\section*{Radiative Cooling of a Thin Wafer After Lamp Shut-Off}

\section{What one face loses}

\textbf{Q.} You say that when the lamps go off, $1/T^3$ of the wafer rises linearly in time. A cup of tea cools along something like an exponential. Why should a cube appear?

\textbf{A.} An exponential needs a loss proportional to a temperature difference. In the case I mean, the loss is radiation to surroundings so cold that their own radiation can be neglected. We need that loss first. Let $T$ be the absolute temperature. The Planck radiance of a black surface, per unit frequency $\nu$, is
\begin{equation}
B_\nu=\frac{2h\nu^3}{c^2}\,\frac{1}{e^{h\nu/k_BT}-1},
\end{equation}
where $h$ is Planck's constant, $c$ the speed of light and $k_B$ Boltzmann's constant. Put $x=h\nu/k_BT$, so that $\nu^3d\nu=(k_BT/h)^4x^3dx$. Then
\begin{equation}
\int_0^\infty B_\nu\,d\nu=\frac{2k_B^4T^4}{h^3c^2}\int_0^\infty\frac{x^3\,dx}{e^x-1}.
\end{equation}
To do the integral, expand $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$. Each term gives $\int_0^\infty x^3e^{-nx}dx=6/n^4$, and $\sum 1/n^4=\pi^4/90$, so the integral is $\pi^4/15$.

Radiance is power per projected area and solid angle. A ray at angle $\theta$ to the normal therefore carries a factor $\cos\theta$, and the outward hemisphere contributes
\begin{equation}
2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi .
\end{equation}
The product is the flux from one black face,
\begin{equation}
\frac{2\pi^5k_B^4}{15h^3c^2}\,T^4=\sigma T^4,
\end{equation}
with $\sigma$ the Stefan--Boltzmann constant. A real face emits $\varepsilon\sigma T^4$, which defines its total hemispherical emissivity $\varepsilon$, an average over all wavelengths and directions.

\section{From the energy balance to the cube}

\textbf{Q.} That is one face. The heat is stored in a volume.

\textbf{A.} Let the wafer have thickness $d$, face area $A$ and heat capacity per volume $C$. Assume for now that it is isothermal, that its narrow rim loses nothing, and that the surroundings absorb all they receive. The stored heat changes at the rate $CAd\,dT/dt$. Both faces emit, so
\begin{equation}
CAd\,\frac{dT}{dt}=-2A\varepsilon\sigma T^4
\quad\Rightarrow\quad
\frac{dT}{dt}=-\frac{2\varepsilon\sigma}{Cd}\,T^4 .
\label{balance}
\end{equation}
The area cancels. The minus sign says that emission lowers the temperature. Now differentiate $T^{-3}$ by the chain rule and insert (\ref{balance}):
\begin{equation}
\frac{d}{dt}T^{-3}=-3T^{-4}\frac{dT}{dt}
=-3T^{-4}\left(-\frac{2\varepsilon\sigma}{Cd}T^4\right)
=\frac{6\varepsilon\sigma}{Cd}\equiv K .
\end{equation}
The powers of $T$ have cancelled. If $C$ and $\varepsilon$ are constant, so is $K$, and integration from $T=T_0$ at $t=0$ gives
\begin{equation}
\frac1{T^3}=\frac1{T_0^3}+Kt,\qquad K=\frac{6\varepsilon\sigma}{Cd}.
\label{law}
\end{equation}
The 6 is a 3 from the derivative times a 2 from the two faces. If the faces have different emissivities, $2\varepsilon$ becomes $\varepsilon_1+\varepsilon_2$.

\textbf{Q.} Over a limited range many curves look straight. Would $1/T^2$ or $1/T^4$ not do as well?

\textbf{A.} Define $t_c=1/(KT_0^3)$. Multiplying (\ref{law}) by $T_0^3$ gives $(T_0/T)^3=1+t/t_c$, hence
\begin{equation}
T=T_0\left(1+\frac{t}{t_c}\right)^{-1/3},\qquad
T^{-p}=T_0^{-p}\left(1+\frac{t}{t_c}\right)^{p/3}.
\label{form}
\end{equation}
The second time derivative of $T^{-p}$ is proportional to $\frac p3\left(\frac p3-1\right)$. For positive $p$ it vanishes at $p=3$ alone. The plot bends downwards for $p=2$ and upwards for $p=4$. How visible the bend is depends on the range, so we need numbers.

\section{A wafer in a lamp-heated chamber}

\textbf{Q.} Then choose some, and show the arithmetic.

\textbf{A.} I take round values for a 300 mm semiconductor wafer in rapid thermal processing: $d=750~\mu$m, $C=2.0$ J/(cm$^3$\,K), $\varepsilon=0.70$ and $T_0=1300$ K. The heat capacity per area is $Cd=2.0\times0.0750=0.150$ J/(cm$^2$\,K). With $\sigma=5.670\times10^{-12}$ W/(cm$^2$\,K$^4$),
\begin{equation}
K=\frac{6\times0.70\times5.670\times10^{-12}}{0.150}
=1.588\times10^{-10}~\mathrm{K^{-3}\,s^{-1}} .
\end{equation}
Since $1/T_0^3=4.552\times10^{-10}$ K$^{-3}$, $t_c=4.552/1.588=2.87$ s. To cool to 900 K, where $1/T^3=13.717\times10^{-10}$ K$^{-3}$, takes
\begin{equation}
t=\frac{13.717-4.552}{1.588}~\mathrm{s}=5.77~\mathrm{s}.
\end{equation}
Equal time steps give these values:
\begin{center}
\begin{tabular}{ccc}
$t$ (s) & $T$ (K) & $10^{10}/T^3$ (K$^{-3}$)\\
0 & 1300 & 4.55\\
2 & 1090 & 7.73\\
4 & 972 & 10.90\\
6 & 892 & 14.08
\end{tabular}
\end{center}
The temperature falls by about 210, 120 and 80 K in successive steps, while the last column rises by the same amount each time, within rounding.

For the bend, I integrated (\ref{balance}) numerically down to 900 K and joined the end points of each plot by a chord. The largest departure from the chord, as a fraction of the plotted quantity's total change, is 4.5\% for $T^{-2}$ and 4.3\% for $T^{-4}$. For $T^{-3}$ it is zero to the digits computed. The straight line chosen to make the largest miss as small as possible still misses by half as much, about 2\% of the range. With few readings, the errors must be well below that to tell the powers apart. Many readings can average out random noise, but not a systematic error.

\textbf{Q.} What happens at the two ends of the curve?

\textbf{A.} For $t\ll t_c$, expand (\ref{form}) to first order: $T\approx T_0[1-t/(3t_c)]$. The initial cooling rate is $T_0/(3t_c)=151$ K/s. The energy balance says the same: each face emits 11.34 W/cm$^2$ at 1300 K, and $2\times11.34/0.150=151$ K/s.

For $t\gg t_c$ the 1 in (\ref{form}) can be dropped, and $T\approx T_0(t/t_c)^{-1/3}=(Kt)^{-1/3}$. The starting temperature has disappeared: a hotter start is forgotten because it radiates its excess quickly. Cooling to $T_0/2$ takes $(2^3-1)t_c=7t_c=20.1$ s in this ideal law. That is long compared with $t_c$, but the wafer is then at 650 K. There the surroundings begin to matter, and lightly doped silicon is no longer opaque, so such a wafer takes considerably longer.

\section{Surroundings that radiate back}

\textbf{Q.} Indeed. Your formula cools the wafer to absolute zero.

\textbf{A.} It does, so it must fail. Let the surroundings be black at temperature $T_s$, and let the wafer absorb their radiation with the same fraction $\varepsilon$, as a grey surface does. Each face then loses $\varepsilon\sigma(T^4-T_s^4)$, and the same change of variable gives
\begin{equation}
\frac{d}{dt}T^{-3}=K\left[1-\left(\frac{T_s}{T}\right)^4\right].
\label{back}
\end{equation}
``Cold'' therefore means $(T_s/T)^4\ll1$. The slope is 5\% low when $T=T_s/0.05^{1/4}$, which is 634 K for $T_s=300$ K.

For the delay, divide (\ref{back}) by the bracket and expand $1/(1-r)\approx1+r$ with $r=(T_s/T)^4$:
\begin{equation}
K\,dt\approx\left(1+\frac{T_s^4}{T^4}\right)d(T^{-3})
=d(T^{-3})-3T_s^4T^{-8}dT .
\end{equation}
Because $\int(-3T^{-8})dT=\frac37T^{-7}$, integration yields
\begin{equation}
Kt\approx T^{-3}-T_0^{-3}+\tfrac37T_s^4\left(T^{-7}-T_0^{-7}\right).
\end{equation}
The last term delays the arrival at 900 K by 0.042 s. Numerical integration of (\ref{back}) gives 0.043 s, or 0.7\% of the cooling time.

\textbf{Q.} And when the wafer is nearly as cold as its surroundings?

\textbf{A.} Then your exponential returns. Write $T=T_s+\theta$ with $\theta\ll T_s$, so that $T^4-T_s^4\approx4T_s^3\theta$. The balance becomes
\begin{equation}
Cd\,\frac{d\theta}{dt}=-8\varepsilon\sigma T_s^3\,\theta,\qquad
\theta\propto e^{-t/t_s},\qquad
t_s=\frac{Cd}{8\varepsilon\sigma T_s^3}=\frac{3}{4KT_s^3}.
\end{equation}
With the same constants and $T_s=300$ K, $t_s=3/(4\times1.588\times10^{-10}\times2.7\times10^7)\approx175$ s. Radiation alone is slow there, so even weak gas cooling would matter.

\textbf{Q.} Chamber walls are not black. Some of the light comes back.

\textbf{A.} Treat wafer and wall as wide parallel plates, with a cold wall that absorbs a fraction $a$ and reflects the rest. Let $J$ be the total flux leaving the wafer face, emitted plus reflected. The wall returns $(1-a)J$, and the wafer reflects the fraction $1-\varepsilon$ of that:
\begin{equation}
J=\varepsilon\sigma T^4+(1-\varepsilon)(1-a)J .
\end{equation}
Since $1-(1-\varepsilon)(1-a)=\varepsilon+a-\varepsilon a$, the net loss is
\begin{equation}
J-(1-a)J=aJ=\frac{\varepsilon a}{\varepsilon+a-\varepsilon a}\,\sigma T^4
\equiv\varepsilon_{\rm eff}\,\sigma T^4 .
\end{equation}
The plot stays straight, but its slope now contains $\varepsilon_{\rm eff}$. For $a=0.90$, $\varepsilon_{\rm eff}=0.63/0.97=0.649$, and cooling takes $\varepsilon/\varepsilon_{\rm eff}=0.97/0.90=1.078$ times as long. A straight line is thus no proof that the walls are black.

\section{Is the wafer thin enough?}

\textbf{Q.} Heat leaves at the faces. The middle must be hotter.

\textbf{A.} Yes, slightly. Let $z$ be the distance from the mid-plane and $k$ the thermal conductivity. After a short transient all layers cool at nearly the same rate $R=-dT/dt$, so the heat equation $C\,\partial T/\partial t=k\,\partial^2T/\partial z^2$ becomes $k\,d^2T/dz^2=-CR$. By symmetry the gradient vanishes at $z=0$, and two integrations give $T(z)=T(0)-CRz^2/(2k)$. Half the wafer feeds each face, so $CRd/2=\varepsilon\sigma T^4$. At $z=d/2$,
\begin{equation}
T(0)-T(d/2)=\frac{CRd^2}{8k}=\frac{\varepsilon\sigma T^4d}{4k}.
\end{equation}
I take $k=0.30$ W/(cm\,K). At 1300 K the formula gives $11.34\times0.0750/(4\times0.30)=0.71$ K. One second after shut-off it gives 0.475 K, and so does a numerical solution of the heat equation across the thickness. Thin means that this difference is far below $T$, as it is here.

\textbf{Q.} You also ignored the rim.

\textbf{A.} For diameter $D$, the rim has the area $\pi Dd$ and the two faces together have $\pi D^2/2$. The ratio is $2d/D=0.50\%$, which hardly changes the mean cooling. The loss is local, however. In a time $t$ heat diffuses about $\sqrt{kt/C}$, here $\sqrt{0.15\times5.77}\approx0.9$ cm, so mainly the outermost centimetre or two helps to make up the rim's extra loss. I solved the heat equation numerically for a strip running 60 mm inwards from a straight rim, with the same emissivity on rim and faces. When the interior reaches 900 K, the rim is 9 K colder. The law describes the interior, not the last centimetre or two.

\section{Lamps, gas and changing properties}

\textbf{Q.} Lamps do not go dark at once.

\textbf{A.} Suppose the wafer was held steady at $T_0$, so that the absorbed lamp power equalled the loss, and that this power then decays as $e^{-t/\tau}$. The net loss per face is $\varepsilon\sigma(T^4-T_0^4e^{-t/\tau})$, and therefore
\begin{equation}
\frac{d}{dt}T^{-3}=K\left[1-\left(\frac{T_0}{T}\right)^4e^{-t/\tau}\right].
\end{equation}
Integrate from 0 to $t$ and compare with (\ref{law}). A given temperature is reached later by
\begin{equation}
\Delta t=\int_0^t\left(\frac{T_0}{T}\right)^4e^{-t'/\tau}dt'>\tau\left(1-e^{-t/\tau}\right),
\end{equation}
because $T<T_0$ during cooling. If $\tau\ll t_c$, the wafer has cooled only a little before the lamps fade, and for $t\gg\tau$ the delay is a little more than $\tau$. With $\tau=0.30$ s, numerical integration gives 0.32 s at 900 K.

For this exponential decay the late slope is again $K$, so the cure is to discard the early data. At 2 s the lamp term is about $(1300/1090)^4e^{-6.7}\approx0.0025$, already negligible here. The exponential is an assumption, however. A filament that cools by radiation alone obeys (\ref{form}) with its own time $t_f$, so its power falls only as $(1+t/t_f)^{-4/3}$, the same power law as the wafer's emission. The lamp term then tends to a constant near $(t_f/t_c)^{4/3}$ instead of zero. With $t_f=0.27$ s, which gives the same $1/e$ time, the slope in this grey model is 10\% low at 2 s and still about 4\% low at late times, and the delay at 900 K is 0.8 s.

\textbf{Q.} And the gas, and your constants that are not constant?

\textbf{A.} I estimated each by numerical integration, changing one thing at a time and keeping the rest of the ideal model:
\begin{itemize}
\item Still gas of conductivity 50 mW/(m\,K), in a 20 mm gap to a 300 K wall on each side, removes $2.5$ W/(m$^2$\,K) per face if the heat stored in the gas is neglected. Cooling to 900 K takes 3.9\% less time. At atmospheric pressure, nitrogen above a horizontal wafer would circulate in such a gap and remove more heat.
\item A heat capacity that falls linearly with temperature, to 5\% below its initial value at 900 K, makes the cooling time 3.1\% shorter.
\item An emissivity that falls linearly by 10\% over the same range makes the cooling time 6.7\% longer.
\end{itemize}
The other shifts, also relative to the ideal 5.77 s, are $+0.7\%$ for the surroundings, $+7.8\%$ for the walls and $+5.6\%$ for the lamps. With all six together the time is 6.48 s, which is 12\% longer. The plain sum would be nearly 14\%, so the effects do not simply add. They also have both signs, so a small total would not show that each one is small.

\section{What a pyrometer can infer}

\textbf{Q.} Can I at least turn the law round and measure the emissivity?

\textbf{A.} Take two temperatures $T_1$ and $T_2$, a time $\Delta t$ apart, and solve (\ref{law}) for $\varepsilon$:
\begin{equation}
\varepsilon=\frac{Cd}{6\sigma}\,\frac{T_2^{-3}-T_1^{-3}}{\Delta t}.
\end{equation}
You must know $Cd$, because the slope fixes only the ratio $\varepsilon/(Cd)$. You also need true temperatures. If every reading is too high by a small fraction $\delta$, each $T^{-3}$ is multiplied by $(1+\delta)^{-3}\approx1-3\delta$, so a uniform 1\% scale error in $T$ makes the emissivity 3\% too low. Between 1300 and 900 K, an error of 1\% at 1100 K costs about 4\% if it is a constant offset and about 2\% if it is a constant shift of $1/T$, the form a wrong pyrometer emissivity takes. Moreover, a pyrometer needs the emissivity at its own wavelength to find $T$, whereas the slope gives the total over all wavelengths. One cannot in general replace the other.

In the case with all six effects, applying the formula between shut-off and 900 K gives $0.70\times5.77/6.48=0.62$. The emissivity put into that model ran from 0.70 down to 0.63, so the inferred value lies just below the whole range. It is an apparent emissivity, which also carries the effects of the chamber, the gas, the lamps and the changing heat capacity.

\textbf{Q.} How far would you trust this for a real chamber?

\textbf{A.} The thickness and starting temperature above are of the right size for rapid thermal processing, and so is a cooling time of several seconds. The round heat capacity is about 10\% low for silicon, which has 2.1 to 2.3 J/(cm$^3$\,K) between 900 and 1300 K; these values lengthen the ideal time by about 10\%. The 90\% absorbing wall is a favourable choice, and so is $T_s=300$ K: a quartz window absorbs the long wavelengths and runs warm, and black surroundings at 600 K would lengthen the time by about 13\% on both sides or 7\% on one. Many chambers have reflectors behind the lamps or facing the wafer. In the parallel-plate model the time is multiplied by $(\varepsilon+a-\varepsilon a)/a$. For $a=0.5$ on both sides this is $0.85/0.5=1.7$, a 70\% longer time, far more than any correction listed above. Films on the wafer can also move $\varepsilon$ well away from 0.70. A lightly doped silicon wafer becomes partly transparent in the infrared below roughly 900 K, as it loses free carriers. Its emissivity then drops, and the plot bends below the line. I would use the law for an opaque wafer, after the lamps have faded and while $(T_s/T)^4$ is small, and read its slope as a property of the wafer in that chamber.
